Potential step of a Ga–As plane pair in Ge(001)

**Problem**

In a germanium crystal, two adjacent (001) planes are replaced: the lower one by a complete plane of Ga, the upper one by a complete plane of As. The z axis points from the Ga plane to the As plane.

(a) Find the charge per area that each substitution introduces, and the potential step that the two charged planes would produce without electronic screening.

(b) Find the step in linear response. The planes are only a quarter of a lattice constant apart. Decide whether the macroscopic dielectric constant may be used at such a distance.

(c) Find what happens to the step when the two planes are swapped, and whether the answer depends on linear response.

Use the rough values a = 0.566 nm for the cubic lattice constant, ε = 16 for the static dielectric constant and 0.66 eV for the gap at 300 K. The potential φ is the electrostatic potential, so the energy of an electron is −eφ with e > 0. The step ΔV is φ above the two planes (larger z) minus φ below them, with both sides extrapolated to the layer. In the order given, this is the As side minus the Ga side. The z axis stays fixed when the planes are swapped. The valence bands are taken as filled and free carriers are left out until the second variation.

**Hints**

1. Compare the nuclear charges of Ga, Ge and As, and keep the total number of electrons fixed.
2. Treat one substituted plane first. Which symmetry operation of a Ge site turns z into −z?
3. Far from a charged plane, Gauss's law needs only the macroscopic dielectric constant. Add the potentials of the two planes and look at the far regions.
4. For the swap, look for a point about which the Ge crystal has inversion symmetry.

**Solution**

*(a) Charge and bare step.* The cubic cell of the diamond structure holds eight atoms on four (001) planes. Each plane therefore has two atoms per area a², and neighbouring planes are a distance d = a/4 apart.

Ga has one proton fewer than Ge, and As has one more. Two Ge atoms bring eight valence electrons, and so do one Ga and one As (3 + 5), so the valence bands stay filled. Relative to the Ge crystal, the change is a charge −e on each Ga site and +e on each As site. The planes carry −σ and +σ, with

σ = 2e/a².

Between two such planes in vacuum the field has magnitude σ/ε0 and points from As to Ga. The potential rises against the field, so it is higher on the As side by

S = σd/ε0 = (2e/a²)(a/4)/ε0 = e/(2aε0).

With e/ε0 = 18.095 V nm,

S = 18.095 V nm / (2 × 0.566 nm) = 15.99 V.

*(b) Screened step.* Take one substituted plane at z = 0 with bare charge s per area, and let φ be the change of potential, averaged over x and y and over one plane spacing centred on z. The average along z removes the ripple, periodic from plane to plane, that a field induces in the crystal. To first order in the substitution, the Ge crystal responds as an insulator. Far from the plane the field is uniform on each side, and Gauss's law for the displacement gives

ε0ε[E(+∞) − E(−∞)] = s.

The fourfold rotation-reflection about a Ge site, which takes (x, y, z) to (y, −x, −z), maps the Ge crystal onto itself. It also maps the substituted plane onto itself. With no external field applied, the averaged potential is therefore even in z. The two far fields are then opposite, E(±∞) = ±s/(2ε0ε), and

φ(z) = C − s|z|/(2ε0ε) + g(z),

where g vanishes far from the plane. Evenness also makes the constant C the same on both sides, so one plane by itself produces no step.

All details of screening near the atoms are contained in C and g. So are the short-range differences between a Ga or As atom and a Ge atom carrying an extra point charge.

The neighbouring plane is equivalent to the first by inversion about a bond centre, so the same form holds for it, centred on z = d. In linear response the two potentials add. With −σ at z = 0 and +σ at z = d, the far regions have

φ(z) = C′ + (σ/2ε0ε)(|z| − |z − d|),

where C′ is the sum of the two constants. On the As side, z > d, the bracket is z − (z − d) = d. On the Ga side, z < 0, it is −z − (d − z) = −d. The constant cancels in the difference:

ΔV = (σ/2ε0ε)[d − (−d)] = σd/(ε0ε) = e/(2aε0ε).

The macroscopic constant is thus justified although d is an atomic distance. The step compares two far regions. There g has vanished, and the constants, which symmetry makes equal on both sides, cancel. The potential between the planes is a different matter and does depend on local screening.

For Ge,

ΔV = 15.99 V / 16 = 1.00 V.

The As side has the higher potential, so electron energies there are lower by 1.00 eV. Setting ε = 1 recovers the bare step, and the step vanishes as ε grows without limit. If the planes were n spacings apart, d would become nd and the linear step would be n times larger.

*(c) Swapping the planes.* The linear formula changes sign with σ, which gives −1.00 V. A stronger statement follows from symmetry. The midpoint of a Ga–As bond was, before substitution, the midpoint of a Ge–Ge bond, and this is an inversion centre of the Ge crystal. Inversion about it leaves the Ge lattice unchanged and exchanges the two substituted planes. The swapped crystal is therefore the inverted original, and its potential is the original potential with the two far sides exchanged. With the sides and potentials of the original crystal on the right,

ΔV(swapped) = φ(Ga side) − φ(As side) = −ΔV.

Linear response was not used. The argument still holds when the atoms relax, provided that the relaxed structure and the surroundings, including doping and outer surfaces, are inverted too.

To see what this implies for the linear estimate, let the nuclear charges be 32 − λ and 32 + λ. Then λ = 1 is Ga followed by As, and λ = −1 is the swapped pair. Since ΔV(−λ) = −ΔV(λ), a power series contains odd terms only:

ΔV(λ) = (S/ε)λ + c₃λ³ + …

The first correction to the linear estimate is cubic. Symmetry does not say how large it is.

*A model crystal.* The argument can be followed in a tight-binding crystal with one s and three p orbitals per atom and nearest-neighbour hopping. The electrons respond self-consistently to the charges of the planes and to a short-range site energy, equal to 5 eV times the electron number of the atom minus its core charge number (4 for the host, 4 ∓ λ on the two planes). The lattice constant is that of the example, but the orbital energies and hoppings are round numbers, so this is not a calculation of Ge.

On a coarse mesh of 6 × 6 in-plane wave vectors, the interband formula for the undisturbed bulk gives ε = 11.68. The predicted linear step is then 15.99 V/11.68 = 1.368 V per unit of λ. Diagonalizing a periodic cell of 32 planes with λ = 0.05 on the same mesh gives 1.370 V per unit, which agrees to about 0.1%. Finer meshes raise ε to 11.86 and lower both steps to about 1.35 V per unit; they still agree to about 0.3%.

Now let the site energy also be lowered on As and raised on Ga, by 2 eV per unit of λ. The potential jump between the two planes themselves falls from 1.91 to 0.05 V per unit, yet the step remains 1.370 V per unit. To first order in λ, the local profile changes and the step does not.

At λ = 1 the step is +1.473 V, which is 7.5% above the linear value, and the swapped pair gives −1.473 V. Most of this excess comes from the cell. A periodic cell with one pair cancels the step by a uniform field, equal to the step divided by the cell length, whereas the problem assumes no field. The step is 1.488 V with 24 planes and 1.454 V with 48. A cell of 32 planes with two opposite pairs half a cell apart has no such field. On the same mesh, with the valence bands kept filled, it gives 1.39 V between the centres of the two regions, about 1.5% above the linear value; in so short a cell these regions are not yet quite flat. The excess also depends on the short-range potential: with the 2 eV shift and 32 planes, it is about 2% in the field-free cell and about 11% in the cell with one pair. In that case the valence and conduction bands overlap slightly, by about 0.01 to 0.02 eV, and the valence bands are simply kept filled. Without the shift, the step also exceeds the model's bulk gap of 0.80 eV, yet the bands of the short cells with one pair stay separate. Their gap shrinks as the cell grows, from about 0.14 eV with 32 planes to 0.02 eV with 48. In a separate cell of 16 planes, alternating site energies of ±1 eV remove the inversion symmetry of the host. The two orders then give +1.558 V and −1.491 V, so reversal is no longer exact.

*Beside real germanium.* The values of a, ε and the gap are typical of Ge, and 1 V is the linear estimate for perfect planes. The nonlinear excess, about 1.5% without a field and 7.5% in the cell with a field, belongs to the model crystal and suggests only the possible scale of nonlinearity; atomic relaxation has not been computed. Real growth can break the assumption of complete, unmixed planes. The first variation shows how far this moves the number: in linear response, exchanging one atom in ten lowers the step by a fifth. The assumption of no free carriers also fails in thick Ge at equilibrium, where carriers gather at the layer and compensate the step. This would happen for a step smaller than the gap too, but here the step exceeds the gap by 0.34 eV and the charge is large. The second variation treats that case.

**Variation 1: partly exchanged planes**

*A fraction x of the atoms in each plane is exchanged with the other plane. Find the linear step.*

The plane that was pure Ga now has a fraction 1 − x of Ga, with charge −e per atom, and a fraction x of As, with charge +e. Its mean charge per atom is

−e(1 − x) + ex = −e(1 − 2x).

The other plane has the opposite mean charge. The symmetry argument of part (b) holds for each substituted site separately, so in linear response the laterally averaged potentials still add, and

ΔV(x) = (1 − 2x) e/(2aε0ε).

For x = 0.10 this is 0.80 × 0.999 V = 0.80 V. The step vanishes at x = 1/2, where both planes have the same mean composition. At x = 1 it is the reversed step of part (c).

**Variation 2: thick undoped Ge at equilibrium**

*Both sides are thick and undoped, at 300 K. Estimate the free charge that gathers at the layer.*

Just beside the layer, the valence edge on the Ga side would lie 0.34 eV above the conduction edge on the As side if the bands were flat. Electrons therefore move to the As side and leave holes on the Ga side. Far away, both sides are the same neutral material with the same Fermi level, so their potentials are equal. The step at the layer remains and is compensated by band bending.

Let u be the potential relative to the far region, and n and p the electron and hole densities. Poisson's equation is

d²u/dz² = (e/ε0ε)(n − p).

Multiplying by du/dz and integrating from the far region, where u and its slope vanish, gives the field F:

F² = (2e/ε0ε) ∫₀ᵘ (n − p) du′.

The field must be the same on both sides of the layer, because the pair of planes has no net charge. The magnitudes of the two bendings must add up to ΔV. I solved these two conditions numerically with Fermi–Dirac densities. The rough masses were 1.60 and 0.08 m₀ (longitudinal and transverse) for the four electron valleys, and 0.33 and 0.043 m₀ for heavy and light holes.

The bending is 0.48 V on the As side and 0.52 V on the Ga side, and F = 1.24 MV/cm = 0.124 V/nm. The charge on each side, in carriers per area, is

ε0εF/e = 16 × 0.124 V/nm / (18.095 V nm) = 0.110 nm⁻² = 1.1 × 10¹³ cm⁻².

This is 1.8% of the 6.24 × 10¹⁴ atoms per cm² in a plane. Over one plane spacing the field changes the potential by 0.124 × 0.1415 V = 0.018 V. That is about 2% of the step, so it matters little whether the two sides are extrapolated to a common plane or each to its own substituted plane.

These densities ignore the quantization of motion along z. In a triangular well with a hard wall, the lowest level lies

E₁ = 2.338 (ħ²e²F²/2m)^(1/3)

above the band edge. At the field just found this is 0.40 eV for electrons, whose mass along z is 0.117 m₀, and 0.28 eV for heavy holes with the average mass of 0.33 m₀. Their mass along z is smaller, about 0.20 m₀, which raises the level to about 0.33 eV. These values are too high, because the field falls away from the layer and the well widens. With the semiclassical band bending in place of a constant field, and still a hard wall, the lowest level is at about 0.20 eV for both electrons and heavy holes (with 0.20 m₀ along z for the holes; 0.33 m₀ gives 0.18 eV). The semiclassical Fermi level lies 0.14 eV inside the conduction band and 0.20 eV inside the valence band. The electron level is then mostly empty and the heavy-hole level only partly filled. Together with the next level of each kind, they hold roughly 2 × 10¹² electrons and 3 × 10¹² holes per cm², well below 1.1 × 10¹³. The hole number assumes a mass of 0.3 to 0.4 m₀ for motion in the plane; a lighter mass gives fewer holes. At the edge of a heavy-hole subband confined along [001] the in-plane mass is only about 0.06 m₀, and with it the two levels hold about 0.5 × 10¹² holes per cm². The semiclassical charge and field are therefore too large. Solving the Schrödinger and Poisson equations together, with a hard wall on each side, lowers the field to about 0.5 MV/cm and the charge to about 5 × 10¹² cm⁻², less than half the semiclassical values. These figures use an in-plane heavy-hole mass of 0.33 m₀; with 0.06 m₀ they fall to about 0.4 MV/cm and 3.6 × 10¹² cm⁻². The layer is not a hard wall, so a reliable value needs a quantum calculation that treats both bands together.
